The Dirac 1s State: Component Ratio, Mean r and Mean 1/r

**Problem**

One electron is bound to a fixed point nucleus of charge Z. Show that in the Dirac 1s state the two radial functions P and Q satisfy

Q/P = −(1 − γ)/(Zα) at every r > 0, with γ = √(1 − (Zα)²),

and that

⟨r⟩ = (2γ + 1)/(2Z), ⟨1/r⟩ = Z/γ.

Evaluate the three quantities for Z = 79.

**Conventions and radial equations**

Hartree atomic units are used, so the speed of light is c = 1/α. The energy E includes the rest energy c². We take 0 < Zα < 1 and leave out nuclear size, nuclear recoil, quantum-electrodynamic corrections and other electrons. The Dirac equation couples an upper two-spinor u and a lower two-spinor l:

c σ·p l + (c² − Z/r) u = E u
c σ·p u + (−c² − Z/r) l = E l

Here p = −i∇. The 1s state belongs to the symmetry κ = −1, for which

u = (P/r) χ, l = −i (Q/r) σ_r χ,

where χ is a constant two-spinor and σ_r = σ·r/r. The phase −i makes P and Q real. The sign of Q is a convention: with +i in place of −i, Q/P would change sign. The moments would not.

Two derivatives are needed. For a function f(r),

σ·∇ f = f′ σ_r.

For f σ_r, write f σ_r = h σ·r with h = f/r. Since σ_iσ_j x_i x_j = r² and σ_iσ_i = 3 (summed over i),

σ·∇ (h σ·r) = r h′ + 3h = (f′ − f/r) + 3f/r = f′ + 2f/r.

In the first Dirac equation the factor (−i)(−i) = −1 appears, and with f = Q/r

−c [(Q/r)′ + 2Q/r²] = −c (Q′/r + Q/r²) = (E − c² + Z/r) P/r.

In the second, a factor −i σ_r χ is common to both sides, and (P/r)′ = P′/r − P/r². Multiplying both equations by r gives

(1) c (P′ − P/r) = (E + c² + Z/r) Q
(2) c (Q′ + Q/r) = −(E − c² + Z/r) P

Because σ_r² = 1, the density u†u + l†l is proportional to (P² + Q²)/r². The volume element supplies r², so for any function f(r)

⟨f⟩ = ∫ f (P² + Q²) dr / ∫ (P² + Q²) dr,

with all integrals from 0 to ∞.

**A tempting solution**

The binding energy and the potential are small compared with 2c², so replace E + c² + Z/r in equation (1) by 2c². For P take the nonrelativistic 1s function

P = r e^(−Zr), P′ − P/r = −Z P.

Equation (1) then gives

Q = −Z P/(2c) = −(Zα/2) P.

The ratio is constant, so the factor 1 + (Zα/2)² cancels in every mean value. What remains is the nonrelativistic result

⟨r⟩ = 3/(2Z), ⟨1/r⟩ = Z.

For Z = 79 this gives Q/P = −0.288, ⟨r⟩ = 0.0190 bohr and ⟨1/r⟩ = 79 bohr⁻¹.

These answers disagree with the formulas to be shown, although the argument did produce a constant ratio.

**Where it fails**

Put the proposed functions back into both equations, with E − c² = −Z²/2. In equation (2), Q′ + Q/r = (2/r − Z) Q, so the left side is

c (2/r − Z)(−Z/(2c)) P = (−Z/r + Z²/2) P.

The right side is −(−Z²/2 + Z/r) P, which is the same. Equation (2) holds and gives no warning.

In equation (1) the left side is −cZ P. The right side, with nothing dropped, is

(2c² − Z²/2 + Z/r)(−Z/(2c)) P = −cZ P [1 − (Zα)²/4 + Zα²/(2r)].

The bracket should be 1. The last term in it grows without limit as r → 0. The approximation dropped Z/r against 2c², but the two are equal at

r = Z/(2c²) = 0.0021 bohr for Z = 79,

and closer to the nucleus the neglected term is the larger one.

A better constant in Q = qP cannot repair this. If P starts as r¹, then P′ − P/r has no 1/r term relative to P, while the right side of (1) contains qZ/r. Equation (1) would require q = 0. The power of r in P must therefore change, and this changes the moments.

**Right solution: matching both equations**

Leave the power, the decay constant and the ratio free:

P = r^g e^(−ar), Q = qP, P′ = (g/r − a) P.

Substitute in (1) and (2) and divide by P:

c [(g − 1)/r − a] = q (E + c²) + qZ/r
cq [(g + 1)/r − a] = −(E − c²) − Z/r

Both must hold at every r, so the 1/r terms and the constant terms match separately. Dividing the 1/r conditions by c, we have

(3) g − 1 = q Zα
(4) q (g + 1) = −Zα
(5) −ca = q (E + c²)
(6) cqa = E − c²

Multiply (3) by g + 1 and use (4):

g² − 1 = Zα · q(g + 1) = −(Zα)², so g = ±γ.

For g = −γ the density behaves as r^(−2γ) near the origin. This is not integrable when γ ≥ 1/2, which means Zα ≤ √3/2 and covers Z = 79. For smaller γ, square integrability does not decide, and choosing the solution that starts as r^γ is an additional boundary condition. We adopt it. With g = γ, (3) gives

q = −(1 − γ)/(Zα).

Condition (4) gives q = −Zα/(1 + γ), which is the same number because (1 − γ)(1 + γ) = (Zα)².

The energy follows by inserting ca from (5) in (6):

E − c² = −q² (E + c²), so E = c² (1 − q²)/(1 + q²).

The product of the two forms of q is

q² = (1 − γ)/(1 + γ),

hence 1 − q² = 2γ/(1 + γ) and 1 + q² = 2/(1 + γ). Therefore

E = γc².

Finally, (5) gives

a = −q (E + c²)/c = c (1 − γ)(1 + γ)/(Zα) = cZα = Z.

All four conditions are met, and with a normalization constant N

P = N r^γ e^(−Zr), Q = −[(1 − γ)/(Zα)] P.

P has no zero for r > 0, so the ratio is defined at every such r. The exponential is the nonrelativistic one; the power of r is what has changed.

**Is this the 1s state?**

We have found a bound state. To call it 1s we must show that no bound state with κ = −1 lies lower in the gap −c² < E < c², and that no other one has the same energy. Let

s = (1 − γ)/(Zα), w₊ = P + sQ, w₋ = sP + Q.

The ratio law is the statement w₋ = 0. With μ = (c² + E)/c and ν = (c² − E)/c, equations (1) and (2) read

P′ = P/r + (Zα/r) Q + μQ
Q′ = −Q/r − (Zα/r) P + νP

Form w₊′ = P′ + sQ′ and w₋′ = sP′ + Q′. The 1/r terms simplify through sZα = 1 − γ and Zα = s(1 + γ):

w₊′: (1 − sZα) P + (Zα − s) Q = γP + γsQ = γw₊
w₋′: (s − Zα) P + (sZα − 1) Q = −γsP − γQ = −γw₋

For the constant terms, invert the definitions:

P = (w₊ − s w₋)/D, Q = (w₋ − s w₊)/D, D = 1 − s² = 2γ/(1 + γ).

Then

μQ + sνP = [s(ν − μ) w₊ + (μ − s²ν) w₋]/D
sμQ + νP = [s(μ − ν) w₋ + (ν − s²μ) w₊]/D

We have μ − ν = 2E/c and s/D = (1 − γ)(1 + γ)/(2γZα) = Zα/(2γ), so

s(μ − ν)/D = ZE/(γc²) = k/γ, with k = ZE/c².

Using s² = (1 − γ)/(1 + γ) and μ + ν = 2c, the other two coefficients are

b = (μ − s²ν)/D = [(μ − ν) + γ(μ + ν)]/(2γ) = (γc² + E)/(γc)
d = (ν − s²μ)/D = [(ν − μ) + γ(μ + ν)]/(2γ) = (γc² − E)/(γc)

With G = γ/r − k/γ, the equations become

(7) w₊′ = G w₊ + b w₋
(8) w₋′ = −G w₋ + d w₊

Multiply (7) by w₋ and (8) by w₊ and add. The terms with G cancel:

(w₊w₋)′ = b w₋² + d w₊².

A bound state decays exponentially at large r. Near the origin w₊ starts as r^γ, and (8) then makes w₋ start as r^(γ+1). The product w₊w₋ vanishes at both ends, and integration gives

(9) (γc² + E) ∫ w₋² dr = (E − γc²) ∫ w₊² dr.

There are three cases.

First, let 0 < E < γc². The left side of (9) is not negative and the right side is not positive. Both must vanish, so w₊ = w₋ = 0 and there is no state.

Second, let E ≤ 0. Differentiate (8) and insert (7) and (8):

w₋″ = −G′w₋ − G(−G w₋ + d w₊) + d(G w₊ + b w₋) = (G² − G′ + bd) w₋.

Here G² − G′ = γ(γ + 1)/r² − 2k/r + k²/γ², and

k²/γ² + bd = c² − E²(1 − Z²α²)/(γ²c²) = c² − E²/c².

So

w₋″ = [γ(γ + 1)/r² − 2k/r + c² − E²/c²] w₋.

For E ≤ 0 we have k ≤ 0, and the bracket is positive inside the gap. Multiply by w₋ and integrate by parts; the boundary term w₋w₋′ vanishes at both ends:

−∫ (w₋′)² dr = ∫ [positive] w₋² dr.

This requires w₋ = 0. Then (8) gives d w₊ = 0, and d > 0 for E ≤ 0, so w₊ = 0 as well. There is no state.

Third, let E = γc². The right side of (9) is zero, so w₋ = 0. Equation (7) becomes w₊′ = (γ/r − Z) w₊, because k/γ = Z. Its solution is a multiple of r^γ e^(−Zr). Up to a constant factor, the state found above is the only one at this energy (for a given χ), and it is the lowest of its symmetry.

Relation (9) also holds for excited states, where w₋ is not zero. Multiplied by suitable constants it reads b²∫w₋² dr / ∫w₊² dr = −bd. For a numerically computed 2s state at Z = 79, both sides come out as 6775.482 bohr⁻².

**The two moments**

Since Q = qP with constant q,

P² + Q² = (1 + q²) N² r^(2γ) e^(−2Zr).

The constant factors cancel in a mean value. This step of the tempting solution was sound; its power r² was not. Define

J(n) = ∫ r^n e^(−2Zr) dr.

For n > −1, integration by parts gives

J(n + 1) = [(n + 1)/(2Z)] J(n),

because r^(n+1) e^(−2Zr) vanishes at both limits. With n = 2γ,

⟨r⟩ = J(2γ + 1)/J(2γ) = (2γ + 1)/(2Z).

With n = 2γ − 1, which exceeds −1 because γ > 0,

⟨1/r⟩ = J(2γ − 1)/J(2γ) = 2Z/(2γ) = Z/γ.

The second result can be checked through the energy. The nuclear charge enters the Hamiltonian through −Z/r alone, so the Hellmann-Feynman relation gives dE/dZ = −⟨1/r⟩. From E = c²γ and dγ/dZ = −Zα²/γ,

dE/dZ = −c²Zα²/γ = −Z/γ,

in agreement.

**Limits**

For small Zα, γ ≈ 1 − (Zα)²/2. To leading order in the corrections,

Q/P ≈ −Zα/2
⟨r⟩ ≈ [3/(2Z)] [1 − (Zα)²/3]
⟨1/r⟩ ≈ Z [1 + (Zα)²/2]

The tempting solution is thus the correct limit for light nuclei, with relative errors of order (Zα)² in the moments. Since γ < 1, the density r^(2γ) e^(−2Zr) gives more weight to small r than r² e^(−2Zr) does. This lowers ⟨r⟩ and raises ⟨1/r⟩.

As Zα → 1, γ → 0: the ratio tends to −1, ⟨r⟩ tends to 1/(2Z), and ⟨1/r⟩ grows without limit. For Zα > 1, γ is imaginary and the formulas no longer apply. They also cease to be exact for a nucleus of finite size, because the potential inside it is not −Z/r and the matching of 1/r terms loses its basis there.

**Values for Z = 79**

With α = 0.0072973526,

Zα = 79 × 0.0072973526 = 0.57649086 ≈ 0.576491
γ = √(1 − 0.57649086²) = 0.8171036 ≈ 0.817104

The ratio is

Q/P = −(1 − 0.817104)/0.576491 = −0.3173.

The lower component carries the fraction q²/(1 + q²) of the norm. From the expressions for q² and 1 + q² above, this is

(1 − γ)/2 = 0.0914,

or about 9 percent. The moments are

⟨r⟩ = (2 × 0.8171036 + 1)/(2 × 79) = 2.634207/158 = 0.01667 bohr = 0.882 pm
⟨1/r⟩ = 79/0.817104 = 96.68 bohr⁻¹

Relative to the nonrelativistic values 0.01899 bohr and 79 bohr⁻¹, the mean radius is smaller by 12 percent and the mean inverse radius is larger by 22 percent. The closed formulas show which change is larger. The ratio for the mean radius is (2γ + 1)/3 = 1 − (2/3)(1 − γ), and the ratio for the mean inverse radius is 1/γ = 1 + (1 − γ)/γ. Since 1/γ > 2/3 for 0 < γ < 1, the relative change of ⟨1/r⟩ always exceeds that of ⟨r⟩.

These values describe a hydrogen-like ion with a point nucleus, not a neutral atom. For a nucleus of the size of gold, modelled as a Gaussian charge with rms radius 5.44 fm (about 0.0001 bohr), ⟨1/r⟩ falls to 96.53 bohr⁻¹, ⟨r⟩ rises to 0.01668 bohr and E rises by about 1.8 hartree; Q/P stays within about 1 percent of −0.317 from r = 0.001 to 0.05 bohr but is −0.24 at 0.00013 bohr and shrinks further toward the origin. A numerical integration of equations (1) and (2), which uses neither γ nor the closed solution, gives the same ratio to within 10⁻⁵ between r = 0.00013 and 0.19 bohr, and the same two moments to within a relative 10⁻⁶.

Table of computed values

```
Z = 79
alpha = 0.0072973526
c = 137.035999 a.u.
Z alpha = 0.576491
gamma = 0.817104
Closed formulas, 1s:
Q/P = -0.317258
lower-component weight (1-gamma)/2 = 0.091448
<r> = 0.0166722 bohr = 0.8823 pm
<1/r> = 96.6830 1/bohr
E - c^2 = -3434.587 hartree
Numerical solution of the radial equations, 1s:
E/c^2 = 0.81710360
Q/P smallest = -0.317258
Q/P largest = -0.317257
range of r for Q/P: 0.000127 to 0.1899 bohr
lower-component weight = 0.091448
<r> = 0.0166722 bohr
<1/r> = 96.6830 1/bohr
-dE/dZ = 96.6830 hartree per unit charge
sign changes for E/c^2 in [-0.98, 0.93]: 1
Nonrelativistic comparison:
3/(2Z) = 0.0189873 bohr = 1.0048 pm
nonrelativistic <1/r> = 79.0000 1/bohr
nonrelativistic energy -Z^2/2 = -3120.500 hartree
<r> ratio, Dirac/nonrel = 0.87807
<1/r> ratio, Dirac/nonrel = 1.22384
-Z alpha/2 = -0.288245
Identity for the lower bound, numerical 2s state:
E(2s)/c^2 = 0.95317984
left side = 6775.482 1/bohr^2
right side = 6775.482 1/bohr^2
Four-component residual |H psi - E psi|/(c^2 |psi|):
derived sign of Q/P, largest = 2.2e-12
opposite sign of Q/P, smallest = 1.180
```
